# What a Small-Cell Hybrid Correction Leaves Out

Suppose a defect energy is computed with a semilocal functional in a large cell, the difference between a hybrid and the semilocal functional is computed in a small cell, and the two are added. Without an expression for what the sum leaves out, two mistakes are open. The sum may be taken for the large-cell hybrid energy when the hybrid correction itself depends on cell size. It may also be taken for the infinite-cell hybrid energy when the large cell is still unconverged. In the charged-defect model treated below, the sum lies 13 meV from the large-cell hybrid energy but 107 meV from the infinite-cell one. The theorem and its corollary separate these two errors, and Lemmas 2 and 3 show how to estimate the first.

## Definitions and theorem

Let $E_m(N)$ be an energy from method $m$ in a periodic cell of size $N$, with $m=S$ for semilocal and $m=H$ for hybrid. It must be size-intensive: it tends to a finite limit as the cell grows. A defect energy, defined as the defect cell minus the perfect cell of equal size plus any reservoir terms, is of this kind. Charge state, basis, geometry convention and reservoir terms are matched between the methods.

For a small size $s$ and a large size $L$, define the method difference and the composite energy by

$$D(N)=E_H(N)-E_S(N),\qquad C=E_S(L)+D(s).$$

**Theorem.** The composite misses the large-cell hybrid energy by

$$R\equiv E_H(L)-C=D(L)-D(s).$$

It equals $E_H(L)$ if and only if the four energies can be written as $E_m(N)=a_m+b(N)$ for $N=s,L$. On a larger set of sizes, $R=0$ for every pair if and only if this form holds on the whole set.

**Proof.** Inserting the definition of $C$ gives

$$R=E_H(L)-E_S(L)-D(s)=D(L)-D(s).$$

If $E_m(N)=a_m+b(N)$, the size term cancels in $D(N)=a_H-a_S$, which is then the same at every size, so $R=0$. Conversely, if $R=0$ for every pair, $D(N)$ is a constant $d$. Choose $b(N)=E_S(N)$, $a_S=0$ and $a_H=d$. Then $E_S(N)=a_S+b(N)$ and $E_H(N)=d+E_S(N)=a_H+b(N)$, which is the additive form. The same argument serves for just two sizes. ∎

Additivity means that the method shifts the energy by the same amount in every cell. The shift may be large. The composite is harmed only by the *change* of the shift with size, which is the mixed difference $R$.

**Corollary (infinite cell).** Let $f_m(N)=E_m(N)-E_m(\infty)$ be the finite-size error of method $m$. Then

$$C-E_H(\infty)=f_S(L)+f_H(s)-f_S(s).$$

**Proof.** Write each energy in $C$ as its limit plus its size error:

$$C=E_S(\infty)+f_S(L)+E_H(\infty)+f_H(s)-E_S(\infty)-f_S(s).$$

The two terms $E_S(\infty)$ cancel, and subtracting $E_H(\infty)$ gives the result. ∎

If $R=0$ for the pair $s,L$, then $C=E_H(L)$ and the right side equals $f_H(L)$. Even a composite with $R=0$ therefore keeps the size error of the large hybrid cell. If the additive form also holds in the infinite limit, the two methods have the same size error, $f_H=f_S$.

## Why raw total energies fail

**Lemma 1.** Let the perfect cell of $N$ unit cells have total energy $Ne_m+r_m(N)$, where $e_m$ is the bulk energy per unit cell and $r_m(N)\to0$. The mixed difference of the raw defect-cell energies is

$$R_{\rm raw}=(L-s)(e_H-e_S)+R_{\rm perf}+R,$$

where $R_{\rm perf}$ is the mixed difference of $r_m$.

**Proof.** A neutral defect cell without reservoir terms has total energy $Ne_m+r_m(N)+E_m(N)$. The mixed difference is linear, so each term can be treated separately. The first gives $L(e_H-e_S)-s(e_H-e_S)$, and the other two give $R_{\rm perf}$ and $R$. ∎

The bulk term grows with $L-s$ and has nothing to do with the defect. Subtracting a perfect cell of equal size, within each method, removes it together with $R_{\rm perf}$.

## The remainder as an exchange difference

Consider a family of functionals of the density matrix $P$ at fixed geometry,

$$\mathcal E_x[P]=\mathcal E_0[P]+x\,W[P],\qquad W=X_{\rm Fock}-X_{\rm loc}.$$

Here $X_{\rm Fock}$ and $X_{\rm loc}$ are the Fock and local exchange energies. At $x=0$ the functional is semilocal; at $x=a$ a fraction $a$ of local exchange has been replaced by Fock exchange. All other terms are unchanged.

**Lemma 2.** If the self-consistent solution $P_x$ varies smoothly for $0\le x\le a$ in all cells used, then

$$R=\int_0^a\left[w_x(L)-w_x(s)\right]dx,$$

where $w_x(N)$ is $W[P_x]$ in the defect cell minus its value in the perfect cell.

**Proof.** For one cell the chain rule gives

$$\frac{d}{dx}\mathcal E_x[P_x]=W[P_x]+{\rm Tr}\left(F\,\frac{dP_x}{dx}\right),\qquad F_{ij}=\frac{\partial\mathcal E_x}{\partial P_{ji}}.$$

The second term vanishes. For closed shells $Q=P_x/2$ is a projector, $Q^2=Q$. Differentiation gives $Q'Q+QQ'=Q'$. Multiplying by $Q$ on both sides gives $2QQ'Q=QQ'Q$, so $QQ'Q=0$. Multiplying instead by $1-Q$ on both sides makes the left side zero, so $(1-Q)Q'(1-Q)=0$. Thus $Q'$ connects occupied orbitals with empty ones only. At self-consistency $F$ commutes with $Q$ and has no such elements, so the trace is zero.

Subtracting the perfect cell from the defect cell and integrating from $0$ to $a$ gives $D(N)=\int_0^a w_x(N)\,dx+d_{\rm res}$. Here $d_{\rm res}$ is the difference of the reservoir terms between the methods, zero if there are none. The reservoir terms of each method are taken from one fixed reference, not recomputed for each cell size. Then $d_{\rm res}$ does not depend on the cell size and cancels in $R=D(L)-D(s)$, which completes the proof. ∎

The remainder is therefore the size dependence of one quantity, Fock exchange minus local exchange, integrated over the exchange fraction. For an open shell the same argument applies to each spin channel. If the state being followed jumps to one of different energy at some $x$, the jump must be added; if the lowest state is followed, the energy is continuous at a crossing and only the integrand jumps. A smooth path does not make $R$ small. An unpaired carrier whose spread changes with cell size, or that localizes in one cell and not in the other, changes $w_x$ with size, and the composite can then fail badly.

**Corollary (first-order estimate).** Put $g(x)=w_x(L)-w_x(s)$. Expanding $g(x)=g(0)+xg'(0)+\dots$ under the integral gives

$$R=a\,g(0)+\tfrac12a^2g'(0)+O(a^3).$$

The first term uses semilocal density matrices alone. It asks for one evaluation of Fock exchange in each large cell, not for a self-consistent hybrid calculation there. It is an estimate and not a bound, since the sign of $g'(0)$ is not fixed in general.

## A neutral defect in an insulating chain

The first example is a periodic chain with two sites per unit cell and, on average, one electron per site. The site energies are $\mp1$ eV and the hopping matrix element is $-1$ eV. The repulsion $v_{ij}$ is $U=2$ eV on a site and 0.5 eV between neighbours. With $n_i=P_{ii}$, the spin-summed occupation,

$$X_{\rm Fock}=-\tfrac14\sum_{ij}v_{ij}P_{ij}^2,\qquad X_{\rm loc}=-\tfrac U4\sum_i n_i^{4/3}.$$

The local form is a stand-in for a semilocal functional. Its coefficient makes it equal to the on-site part of Fock exchange at $n_i=1$. The hybrid has $a=0.25$. The defect raises one low-energy site by 1 eV. Both methods are mean-field treatments of this model, and neither gives its correlated ground-state energy.

The defect energies, in eV, are:

| Cells | $E_S$ | $E_H$ | $D$ |
|---|---|---|---|
| 4 | 1.42253 | 1.44667 | 0.02414 |
| 6 | 1.40319 | 1.42868 | 0.02549 |
| 8 | 1.39882 | 1.42494 | 0.02612 |
| 12 | 1.39741 | 1.42387 | 0.02646 |
| 32 | 1.39730 | 1.42380 | 0.02650 |

With $s=4$ and $L=12$ cells,

$$C=1.39741+0.02414=1.42155\ {\rm eV},$$

$$R=0.02646-0.02414=0.00232\ {\rm eV}.$$

The composite is 2.3 meV below the large-cell hybrid energy. The small-cell hybrid energy is 22.8 meV above it, and the large-cell semilocal energy is 26.5 meV below it. The composite thus removes about nine tenths of either error here, but it is not exact: method and size errors are not additive in this chain.

The 24-cell and 32-cell energies agree to the digits shown in the table, so 32 cells can stand for the infinite chain. The size errors at 4 cells are then $f_S=25.2$ meV and $f_H=22.9$ meV, and at 12 cells $f_S=0.1$ meV. The infinite-cell corollary gives

$$C-E_H(\infty)\approx0.1+22.9-25.2=-2.2\ {\rm meV},$$

against $-2.25$ meV from the unrounded energies. Nearly all of this error comes from the small cell, so a still larger semilocal cell would not cure it. The hybrid has the wider orbital gap in the perfect chain, 1.40 eV against 1.24 eV. A shorter-ranged density matrix may be why its size error is smaller; this is a conjecture.

Lemma 2 was tested by integrating exchange expectation values over $x$. The integral reproduces $R=2.319$ meV. The first-order estimate is 2.194 meV, low by 0.125 meV, or about 5% of $R$. Added to $C$, it reduces the error against the large-cell hybrid from 2.3 to about 0.1 meV. A further test halved a small exchange fraction from 0.02 to 0.01. The error of the estimate fell by a factor 3.99, close to the factor 4 of a quadratic term.

Raw total energies show the failure described by Lemma 1. Their mixed difference is $-0.716$ eV, some three hundred times $R$ in magnitude. The bulk term is

$$(12-4)(-0.09102)=-0.728\ {\rm eV}.$$

The other 0.012 eV consists of $R$ and the size error of the perfect chains.

## A charged defect in a cubic cell

For a localized charge in an insulator the electrostatic size error falls slowly, as the inverse cell side, and its coefficient depends on the method through the dielectric constant, the electronic one at fixed geometry. Consider a Gaussian charge $qe$ of width $\sigma$ in a cube of side $\ell$ with a uniform neutralizing background. Let $e_0^2=e^2/4\pi\varepsilon_0$, and let the linear response of method $m$ be

$$\frac1{\varepsilon_m(k)}=\frac1{\varepsilon_m}+\left(1-\frac1{\varepsilon_m}\right)\frac{k^2}{k^2+\kappa^2}.$$

This tends to $1/\varepsilon_m$ at long wavelength and to 1 at short wavelength. The average potential is set to zero. Potential alignment (itself of order $1/\ell^3$), atomic relaxation, any change of the charge's shape between methods and the size error of Fock exchange itself are left out.

**Lemma 3.** Up to terms that fall as $e^{-\kappa\ell}$ or $e^{-\ell^2/4\sigma^2}$, negligible only when $\ell$ is large against both $1/\kappa$ and $2\sigma$,

$$f_m(\ell)=-\frac{\alpha q^2e_0^2}{2\varepsilon_m\ell}-\frac{2\pi q^2e_0^2}{\ell^3}\left[\frac{1-1/\varepsilon_m}{\kappa^2}-\frac{\sigma^2}{\varepsilon_m}\right],$$

where $\alpha$ is the Madelung constant of a point charge in a cubic lattice with background.

**Proof.** The electrostatic energy is half the charge times its potential. Hence

$$f_m=\frac{q^2e_0^2}{2}\,\Delta[u],\qquad u(k)=\frac{4\pi e^{-\sigma^2k^2}}{k^2\,\varepsilon_m(k)},$$

where $\Delta[u]=\ell^{-3}\sum_{\mathbf G\ne0}u(G)-\int u\,d^3k/(2\pi)^3$ is the periodic sum minus the isolated-charge integral. The term $\mathbf G=0$ is absent because of the background. Inserting the response splits $u$ into two parts,

$$u=\frac1{\varepsilon_m}\frac{4\pi e^{-\sigma^2k^2}}{k^2}+h,\qquad h=4\pi\left(1-\frac1{\varepsilon_m}\right)\frac{e^{-\sigma^2k^2}}{k^2+\kappa^2}.$$

The part $h$ is smooth. By Poisson summation, its sum over all $\mathbf G$ differs from the integral only by its Fourier transform at nonzero lattice vectors, which is exponentially small. Leaving out $\mathbf G=0$ gives $\Delta[h]=-h(0)/\ell^3$, with $h(0)=4\pi(1-1/\varepsilon_m)/\kappa^2$.

For the singular part put $M(\sigma^2)=\Delta[4\pi e^{-\sigma^2k^2}/k^2]$. Differentiation removes the singularity:

$$\frac{dM}{d(\sigma^2)}=-4\pi\,\Delta\left[e^{-\sigma^2k^2}\right]=\frac{4\pi}{\ell^3},$$

again up to exponentially small terms, because the omitted $\mathbf G=0$ term equals 1. The point-charge value $M(0)$ has the dimension of inverse length, and $\ell$ is the only length in it. It is therefore $-\alpha/\ell$, which defines $\alpha$. Integration gives $M=-\alpha/\ell+4\pi\sigma^2/\ell^3$. Adding $M/\varepsilon_m$ and $\Delta[h]$, and multiplying by $q^2e_0^2/2$, gives the lemma. ∎

**Corollary (charged remainder).** With $\eta=1/\varepsilon_H-1/\varepsilon_S$,

$$R=\frac{\alpha q^2e_0^2}{2}\,\eta\left(\frac1s-\frac1L\right)+2\pi q^2e_0^2\,\eta\left(\frac1{\kappa^2}+\sigma^2\right)\left(\frac1{L^3}-\frac1{s^3}\right).$$

**Proof.** The infinite-cell energies cancel in $D(L)-D(s)$, so only $f_H-f_S$ enters. Its first term is $-\alpha q^2e_0^2\eta/2\ell$. In the bracket of Lemma 3, hybrid minus semilocal is $-\eta/\kappa^2-\eta\sigma^2$, and the minus sign in front makes the cubic term positive. Taking the value at $L$ minus that at $s$ gives the result. ∎

At leading order the hybrid size change is $E_H(L)-E_H(s)=(\alpha q^2e_0^2/2\varepsilon_H)(1/s-1/L)$. The fraction of it that the composite misses is

$$\frac{R}{E_H(L)-E_H(s)}\approx\varepsilon_H\,\eta=1-\frac{\varepsilon_H}{\varepsilon_S}.$$

Equal dielectric constants make $R$ vanish in this model. Taking $L\to\infty$ does not: the leading term tends to $\alpha q^2e_0^2\eta/2s$, set by the small cell.

**Numbers.** Take $q=1$, $\sigma=1$ Å, $\kappa=2$ Å$^{-1}$, $\varepsilon_S=13$, $\varepsilon_H=11$, $s=10$ Å and $L=20$ Å. With $\alpha=2.8373$ and $e_0^2=14.400$ eV Å, the leading term is

$$\frac{2.8373\times14.400}{2}\left(\frac1{11}-\frac1{13}\right)(0.10-0.05)=0.0143\ {\rm eV}.$$

The cubic term is $-1.4$ meV, so $R=12.9$ meV, in agreement with explicit reciprocal-space sums. The missed fraction is $12.9/103.6=0.12$, against 0.15 at leading order.

The size errors from the sums are $f_S(L)=-80.3$, $f_H(s)=-198.0$ and $f_S(s)=-171.1$ meV. Therefore

$$C-E_H(\infty)=-80.3-198.0+171.1\approx-107\ {\rm meV}.$$

Most of this is the large cell's own size error. Treating $C$ as a large-cell hybrid energy and removing the hybrid $1/L$ term of $-92.9$ meV still leaves about $-14$ meV. Of this, $-R=-12.9$ meV is the composite's own error, and the rest is the cubic size error of the large hybrid cell.

The better order is to correct each of the three energies first, with its own dielectric constant and cell side. Then $R$ falls to $-1.4$ meV, the cubic term alone. It falls by a factor 8 when both cells are doubled, as tested. The corrected composite lies only about 0.2 meV from the infinite-cell value, but this is a partial cancellation. If $B_m/\ell^3$ is the cubic size error, the corollary with $L=2s$ gives

$$\frac{B_S}{8s^3}+\frac{B_H-B_S}{s^3}=\frac{B_H-\frac78B_S}{s^3},$$

and $B_H/B_S$ happens to be 0.89 here, close to $7/8$. The corrected remainder alone does not measure the distance to the infinite cell either. With equal dielectric constants it would vanish, yet the large cell's cubic size error $B_S/8s^3$ would stay. Here the cubic size error of the large hybrid cell is $-1.5$ meV and $-R$ is $+1.4$ meV. Both should be quoted, not only their small sum.

These small numbers belong to the model. In a real hybrid, Fock exchange has a size error of its own that the dielectric response does not screen. For one localized electron it is $-a$ times the expression of Lemma 3 with $\varepsilon_m=1$, that is $a\alpha e_0^2/2\ell-2\pi a e_0^2\sigma^2/\ell^3$ when the $\mathbf G=0$ term is dropped. With $a=0.25$ and $\sigma=1$ Å the first term changes by about 255 meV between the two cells and the second by about 20 meV. A Madelung-corrected $\mathbf G=0$ term removes the first but not the second, and a screened exchange kernel reduces both. This contribution to $R$ must be judged separately.

## Remarks on cost and uncertainty

**Remark 1 (cost).** Suppose a calculation costs $c_mN^p$, with the same power $p$ for both methods, and let $\rho=c_H/c_S$. The cost of the three composite runs relative to the large hybrid run is

$$\frac{c_SL^p+(c_H+c_S)s^p}{c_HL^p}=\frac1\rho+\left(1+\frac1\rho\right)\left(\frac sL\right)^p.$$

The composite saves work when this is below 1. Once the second term is well below $1/\rho$, shrinking the small cell saves little and may raise $R$. Perfect-cell runs double numerator and denominator alike if they cost as much as the defect runs.

**Remark 2 (estimating $R$ without a large hybrid run).** One can watch $D(s)$ as the small cell grows. In the chain it rises by 1.35 meV from 4 to 6 cells and by 0.63 meV from 6 to 8. The first change is smaller than the remainder of 2.3 meV at $s=4$, so a single change is not a bound. If later changes kept the ratio $0.63/1.35=0.47$, their sum beyond 8 cells would be

$$0.63\times\frac{0.47}{1-0.47}\approx0.56\ {\rm meV}.$$

The computed change from 8 to 32 cells is about 0.4 meV. The extrapolation is too large by nearly half, so it serves only as a rough estimate. It also needs cells of one kind. Chains with an odd number of cells lack the zone-edge wave vector, where the perfect chain has its smallest gap, and their $D(s)$ does not fall on the even-numbered sequence used here. For charged defects the slow $1/\ell$ part should be removed before such a comparison.

**Remark 3 (what $R$ does not contain).** A small $R$ says that the composite reproduces the hybrid in the large cell. The size error of that cell, the basis error and the error of the hybrid functional itself are separate entries in the uncertainty. The computed values behind both examples are listed in the numerical output.

## Numbers as computed

```
Chain hopping, site offset (+/-): 1.00, 1.00 eV
On-site and bond repulsion: 2.00, 0.50 eV
Local-exchange coefficient: 0.50 eV
Defect site shift: 1.00 eV; Fock fraction: 0.25
Perfect-chain orbital gap, semilocal, 32 cells: 1.2381 eV
Perfect-chain orbital gap, hybrid, 32 cells: 1.3999 eV
Defect energies: cells, semilocal (eV), hybrid (eV), difference (eV)
   4  1.422529  1.446668  0.024139
   6  1.403191  1.428678  0.025487
   8  1.398822  1.424939  0.026118
  12  1.397411  1.423868  0.026458
  16  1.397306  1.423805  0.026498
  24  1.397298  1.423800  0.026503
  32  1.397298  1.423800  0.026503
Small and large chain: 4, 12 cells
Composite defect energy: 1.421549 eV
Large-cell hybrid minus composite, R: 2.3192 meV
Hybrid size change, large minus small: -22.7994 meV
Method change in large cell: 26.4579 meV
Composite minus 32-cell hybrid: -2.2512 meV
R with small cell of 6 cells: 0.9708 meV
R with small cell of 8 cells: 0.3402 meV
R from exchange integral: 2.3192 meV
R first-order estimate: 2.1938 meV
First-order error ratio, fraction 0.02 to 0.01: 3.9874
Bulk hybrid minus semilocal energy: -0.091018 eV/cell
R from raw total energies, 4 and 12 cells: -0.715830 eV
Bulk part, 8 cells times bulk difference: -0.728146 eV
Cubic Madelung constant: 2.837297
Coulomb constant: 14.399645 eV angstrom
Defect charge: 1 e; Gaussian width: 1.00 angstrom
Dielectric crossover wavevector: 2.00 1/angstrom
Dielectric constants, semilocal and hybrid: 13.0, 11.0
Size error, semilocal, side 10 angstrom: -171.0576 meV (1/L law -157.1388)
Size error, hybrid, side 10 angstrom: -198.0466 meV (1/L law -185.7094)
Size error, semilocal, side 20 angstrom: -80.3093 meV (1/L law -78.5694)
Size error, hybrid, side 20 angstrom: -94.3969 meV (1/L law -92.8547)
Charged R, direct sums: 12.9013 meV
Charged R, leading formula: 14.2853 meV
Charged R, inverse-cube part: -1.3840 meV
Charged hybrid size change: 103.6497 meV
Missed fraction, direct: 0.1245
Missed fraction, leading formula: 0.1538
Charged R after separate 1/L corrections: -1.3840 meV
Corrected R ratio on doubling both cells: 8.0000
```
